\section*{Thin-film gain in internal photoemission from repeated escape attempts, part 2}

A photon of energy $h\nu$, below the semiconductor gap, excites an electron in a metal or silicide film of thickness $t$ on a semiconductor. The electron may cross the Schottky barrier of height $\phi$ at the interface, or be turned back and try again. Carrier energy $E$ and $\phi$ are measured from the Fermi level, in eV; the free-electron band extends a depth $E_F$ below it.

A carrier that has reached the interface escapes with probability $Y=pG$, where $p$ is the escape probability per attempt, $s$ the survival per round trip, $G=1/(1-q)$ the mean number of attempts and $q=s(1-p)$. With $D=1-s+sp$,
\begin{equation}
\frac{\partial Y}{\partial p}=\frac{D-sp}{D^2}=\frac{1-s}{D^2},
\qquad
\frac{\partial^2Y}{\partial p^2}=-\frac{2s(1-s)}{D^3}\le0 .
\label{derivs}
\end{equation}
\begin{equation}
\frac{p}{Y}\frac{\partial Y}{\partial p}=D\,\frac{1-s}{D^2}=(1-s)\,G ,
\label{elastic}
\end{equation}

Let $\mu$ be the cosine of the angle between the direction of motion and the interface normal. For equal masses and classical crossing, carriers escape inside the cone $\mu>\mu_c$, with $\mu_c^2=(E_F+\phi)/(E_F+E)$. Reflected carriers leave the interface diffusely, with the cosine law $2\mu\,d\mu$; the back surface is a lossless mirror. The chance of surviving a path $\ell$ is $e^{-\ell/L}$, with $L$ the attenuation length. Then $s=2E_3(x)$, where $x=2t/L$ and $E_3$ is an exponential integral, not an energy. The mean round-trip path is $4t$, and $s\simeq1-2x$ for a very thin film.

The example has $t=4$ nm, $L=50$ nm, $E_F=5$ eV, $\phi=0.40$ eV and $E=0.50$ eV, giving $x=0.16$, $p=0.0182$, $s=0.752$, $q=0.7382$ and $G=3.82$.

The formula for $G$ was tested with one million random trajectories in three dimensions, started uniformly in the film with random directions. Free paths were exponential with mean $L$, and escape at each arrival had probability $p$, independent of angle. The test was repeated with $p=0.4$.

\section{From one arrival to the yield of a film}

The results carried over are these. A carrier that has reached the interface escapes with probability $Y=pG$, where $G=1/(1-s+sp)$ is the mean number of attempts, $p$ is the escape probability per attempt and $s$ the survival per round trip. For thickness $t$ and attenuation length $L$, $s=2E_3(x)=\int_0^1 2\mu e^{-x/\mu}d\mu$ with $x=2t/L$. For carrier energy $E$, barrier $\phi$ and band depth $E_F$, $p=(E-\phi)/(E_F+E)$. The example has $t=4$ nm, $L=50$ nm, $p=0.0182$, $s=0.752$ and $G=3.82$.

Not every excited carrier reaches the interface even once. Suppose that light excites carriers uniformly through the film and equally in all directions. Then $\mu$, the magnitude of the direction cosine, is uniform on $0\le\mu\le1$, and half the carriers start toward the interface. From a distance $z$ those travel $z/\mu$; the others go by way of the back surface and travel $(2t-z)/\mu$. As $z$ runs from 0 to $t$, the lengths $z$ and $2t-z$ together cover the interval from 0 to $2t$ uniformly. The first-arrival probability is therefore
\begin{align}
a&=\int_0^1d\mu\,\frac{1}{2t}\int_0^{2t}e^{-\ell/(L\mu)}\,d\ell
=\frac{1}{x}\int_0^1\mu\left(1-e^{-x/\mu}\right)d\mu \notag\\
&=\frac1x\left(\frac12-\frac s2\right)=\frac{1-s}{2x}.
\label{a}
\end{align}
The inner integral is $L\mu(1-e^{-x/\mu})$, and $L/2t=1/x$. In the example $a=0.775$.

The yield per excited carrier is $\eta=apG$. Since $1/(2x)=L/(4t)$,
\begin{equation}
\eta=\frac{pL}{4t}\,(1-s)\,G=\frac{pL}{4t}\,\frac{1-s}{1-s+sp}.
\label{eta}
\end{equation}
The last fraction is at most one and tends to one for weak escape, $sp\ll1-s$. In that regime
\begin{equation}
\eta\simeq\frac{pL}{4t}
\label{weak}
\end{equation}
for every thickness, thin or thick compared with $L$. The reason is visible in the number of attempts per excited carrier, which for weak escape is $a/(1-s)=L/(4t)$. A carrier travels a mean distance $L$ before it is lost and meets the interface once per $4t$ of path, the mean round trip found above. For the example, \eqref{weak} gives 0.0568 and the full formula 0.0539; because escape depletes the later attempts, the total number of attempts and the yield are 5\% lower. The trajectories described above gave 0.0535, about one and a half standard errors from the formula. At $p=0.4$ they gave 0.5645 against 0.5651.

Equation \eqref{eta} shows why $G$ must not be read as the ratio of thin-film to thick-film yield. Hold $p$ and $L$ fixed and compare 4 nm with 200 nm. The gain rises from 1.00 to 3.82, but the yield per excited carrier rises from 0.00114 to 0.0539, a factor of 47. The remaining factor of 12 comes from first arrival, which improves from 0.0625 to 0.775. At 2 nm the gain is 6.5 and the yield 0.102.

For very thin films $1-s\simeq2x$ and $a\simeq1$, so $\eta\simeq p/(2x+p)$. The yield would approach one when $2x\ll p$, or $t\ll pL/4$. In the example $pL/4=0.23$ nm, about the size of an atom. Complete collection is thus out of reach for a continuous film with these parameters.

A higher yield per absorbed photon does not by itself mean more current per incident photon. If a thin film absorbs a fraction $\alpha t$ of the light, with fixed $\alpha$, the external yield is
\begin{equation}
\alpha t\,\eta=\frac{\alpha pL}{4}\,(1-s)\,G ,
\end{equation}
which in the weak-escape regime does not depend on $t$. Thinning the film then gains in escape what it loses in absorption. The increase in $\eta$ becomes an increase in current if the absorptance is held up by other means, such as an optical cavity, while $p$ and $L$ stay the same.

The fixed $p$ hides a correlation. Carriers near the normal have the shortest paths, so they survive best, and they are also the ones inside the escape cone $\mu>\mu_c$. To include this, let $A_0$ be the probability of arriving first inside the cone and $A$ the probability of returning inside it after a diffuse reflection:
\begin{equation}
A_0=\frac1x\int_{\mu_c}^1\mu\left(1-e^{-x/\mu}\right)d\mu,\qquad
A=\int_{\mu_c}^1 2\mu\,e^{-x/\mu}\,d\mu .
\end{equation}
A carrier returns outside the cone with probability $s-A$ and is then reflected again. Summing the geometric series over such returns gives
\begin{equation}
\eta_{\rm cone}=A_0+(a-A_0)\,\frac{A}{1-(s-A)} .
\label{etacone}
\end{equation}
For a narrow cone $\mu\simeq1$ in the exponentials, while $\int_{\mu_c}^1 2\mu\,d\mu=p$. Hence $A_0\simeq p(1-e^{-x})/(2x)$ and $A\simeq pe^{-x}$. To first order in $p$, with $a/(1-s)=1/(2x)$,
\begin{equation}
\eta_{\rm cone}\simeq\frac{p(1-e^{-x})}{2x}+\frac{pe^{-x}}{2x}=\frac{p}{2x}=\frac{pL}{4t}.
\end{equation}
The first attempt is less effective than the fixed-$p$ model assumes and the later ones more effective, and at this order the two errors cancel. In the example \eqref{etacone} gives 0.0535, which is 0.7\% below the fixed-$p$ value; trajectories with a real cone gave 0.0536.

Randomisation of direction is essential to this result. If both surfaces are mirrors, $\mu$ never changes. A carrier inside the cone escapes at its first arrival, one outside never does, and the yield is $A_0=0.0084$. Trajectories with mirror surfaces gave 0.0085. With the film and the cone held fixed, diffuse reflection at the interface raises the yield by a factor of 6.3.

Energy loss is a more serious limitation. Suppose each round trip costs a small energy $\delta$, for instance through phonons, without removing the carrier. With $\Delta=E-\phi$, the escape probability at attempt $m+1$ is roughly $p(1-m\delta/\Delta)$, if the small changes in $E_F+E$ and in the reflected fraction are ignored. Differentiating $\sum_m q^m=1/(1-q)$ and multiplying by $q$ gives $\sum_m mq^m=q/(1-q)^2$. The relative loss of yield is then, to first order in $\delta$,
\begin{equation}
\frac{\delta}{\Delta}\,\frac{q/(1-q)^2}{1/(1-q)}
=\frac{\delta}{\Delta}\,\frac{q}{1-q}=\frac{\delta}{\Delta}\,(G-1).
\label{loss}
\end{equation}
The fixed-$p$ model thus requires $(G-1)\delta\ll\Delta$. For $\delta=5$ meV and $\Delta=100$ meV the estimate is a loss of 14\%; the full sum with the energy-dependent $p$ gives a yield of 0.0466, which is 13.5\% below 0.0539. The estimate is slightly high because of the neglected changes in $E_F+E$ and in the reflected fraction. For $\delta=20$ meV, where five attempts exhaust the excess energy, the yield falls to 0.0303, a loss of 44\%. These sums keep $p$ independent of angle. With a real escape cone the late attempts carry a larger share of the yield, so the loss is somewhat greater.

This affects the measurement of barriers. If photons excite electrons uniformly in energy from 0 to $h\nu$ above the Fermi level, the yield per absorbed photon is
\begin{equation}
Q=\frac{1}{h\nu}\int_\phi^{h\nu}\eta(E)\,dE .
\end{equation}
For weak escape and small excess energy, $p\simeq(E-\phi)/(E_F+\phi)$, so $h\nu\,Q$ is proportional to $W^2$, with $W=h\nu-\phi$. A plot of $\sqrt{h\nu\,Q}$ against $h\nu$ is then a straight line that meets the axis at $\phi$. A gain independent of energy changes its slope and not its intercept. With energy loss, the attempt after $m$ round trips contributes in proportion to $s^m(W-m\delta)^2$ as long as $W>m\delta$. To first order in $\delta/W$,
\begin{equation}
\sum_m s^m\left(W^2-2m\delta W\right)
=\frac{1}{1-s}\left(W^2-\frac{2s\,\delta}{1-s}\,W\right),
\end{equation}
and the square root is proportional to $W-\delta s/(1-s)$. In this approximation the line extrapolated from well above threshold meets the axis too high by $\delta s/(1-s)$, which is 15 meV for $\delta=5$ meV and $s=0.752$. This is the contribution of energy loss alone, for weak escape and $p$ linear in energy. In the example film the gain falls as $p$ rises, and $p$ itself is concave in energy; both bend the plot downward and move the extrapolated intercept the other way, by an amount that grows with the photon energies used in the fit and can be smaller or larger than the shift from energy loss. Reflection of the electron wave at an abrupt step, which weakens as the energy rises, moves it up again. A measured barrier therefore cannot be corrected by $\delta s/(1-s)$ alone. Within $\delta$ of the threshold the first attempt alone contributes, and the gain disappears.

At $h\nu=0.60$ eV (2.07 $\mu$m) the integral gives $Q=0.0176$. Using the single energy 0.50 eV for the whole range gives $(0.20/0.60)\times0.0539=0.0180$, which is 2\% higher. The sign follows from curvature: $p=1-(E_F+\phi)/(E_F+E)$ is concave in $E$, and by \eqref{derivs} the yield is increasing and concave in $p$, so the average lies below the midpoint value. Thermal smearing of the Fermi edge at 150 K adds 1.1\% to $Q$.

The barrier height is roughly that of yttrium silicide on n-type silicon, about 0.4 eV. The band depth, the attenuation length and the free-electron band are model choices; a real silicide has a more complicated band structure. The largest corrections come from the interface. If the electron wave meets an abrupt step with equal masses, partial reflection inside the cone lowers $p$ to 0.0054 and the yield to 0.017, less than a third of the classical value. The abrupt step is an extreme case. The image force treated below rounds the step, and its long tail raises the transmission: with equal masses, a static image potential cut off at the bottom of the metal band and a field of 0.01 MV/cm, $p$ and the yield are about twice the abrupt-step values, roughly 0.012 and 0.036. The valleys of silicon act in both directions. The parallel momenta accepted by a valley fill an ellipse whose area scales with $\sqrt{m_xm_y}$, the masses along the interface. On a (100) face, with rough masses of 0.19 and 0.92 electron masses, the valleys projecting to zero parallel momentum give a factor 0.19 in $p$ and a yield of 0.011. Adding the four side valleys, which the free-electron metal can reach, gives a factor 1.86 and a yield of 0.096. The model's absolute yield is therefore uncertain by a factor of several, because it depends on the band structure and on the details of the interface, while the structure of the sum is unchanged.

For classical crossing inside the cone, the corrections due to the field are smaller. In a field of 0.01 MV/cm, some thirty times below a rough breakdown field of 0.3 MV/cm, the image force lowers the barrier by 11 meV. At fixed carrier energy $p$ rises by 11\%, and by \eqref{elastic} the yield rises by $0.95\times11\%$, or about 10\%, to 0.0595. For a triangular barrier in this field, without the rounding by the image force and with a mass of 0.19 electron masses along the normal, as in the side valleys, the exponent of the semiclassical tunnelling probability reaches one about 5 meV below the top. In the valleys projecting to zero parallel momentum the mass along the normal is 0.92, and the depth is only about 3 meV. Tunnelling therefore matters only in a narrow range of energy there; rounding the top makes the barrier wider near its maximum and the range narrower still. A less certain point is size quantisation. In an ideal 4 nm film the levels for normal motion are 0.72 eV apart at the carrier energy, far more than the 0.10 eV of excess energy, so a continuous range of angles is not justified there. That surface roughness restores the classical average is a conjecture here.

Temperature decides how the photocurrent compares with the dark current. For 1 mW/cm$^2$ of absorbed light the photocurrent density is $(10^{-3}/0.60)\times0.0176=2.9\times10^{-5}$ A/cm$^2$. With the free-electron Richardson constant and the unlowered barrier, the thermionic dark current is $1\times10^{-7}$ A/cm$^2$ at 150 K but 2 A/cm$^2$ at 300 K. Under these conditions the contact must be cooled for the photocurrent to exceed the dark current. The numerical output that follows lists the values used here; its label ``diffuse walls'' means a diffuse interface with a mirror-like back surface.

\section*{Numbers as computed}
\begin{verbatim}
barrier 0.40 eV, photon 0.60 eV = 2.066 um
carrier energy 0.50 eV, band depth 5.0 eV
film 4.0 nm, attenuation length 50.0 nm
x = 2t/L: 0.160
escape probability per attempt p: 0.01818
survival per round trip s: 0.7519
q = s(1-p): 0.7382
first-arrival probability a: 0.7754
gain G: 3.820; weak-escape ceiling 1/(1-s): 4.030
p at which G is half its ceiling: 0.3300
escape per arrived carrier pG: 0.06945
loss per arrived carrier: 0.93055
yield per excited carrier apG: 0.05385
weak-escape estimate pL/(4t): 0.05682
trajectories: yield 0.05350, attempts 3.821
p=0.4 formula: yield 0.56507, G 1.822
p=0.4 trajectories: yield 0.56451, attempts 1.821
share of pG after 1 attempts: 0.262
share of pG after 2 attempts: 0.455
share of pG after 4 attempts: 0.703
share of pG after 8 attempts: 0.912
thickness table: t (nm), s, a, G, yield apG
      2 0.8622 0.8610 6.517 0.10203
      4 0.7519 0.7754 3.820 0.05385
     10 0.5146 0.6068 2.021 0.02230
     50 0.0603 0.2349 1.063 0.00454
    200 0.0001 0.0625 1.000 0.00114
escape cone, diffuse walls: yield 0.05348
escape cone, specular walls: yield 0.00844
cone trajectories: diffuse 0.05356, specular 0.00846
yield with 5 meV loss per round trip: 0.04657
yield with 20 meV loss per round trip: 0.03030
yield per absorbed photon, all energies, cold: 0.01756
same from the single mid energy: 0.01795
thermal edge at 150 K changes it by 1.14 %
field 0.01 MV/cm; rough breakdown 0.3 MV/cm
image lowering 11.1 meV; yield 0.05948
tunnelling depth below barrier top: 4.8 meV
abrupt-step reflection: p 0.00542, yield 0.01666
Si centre valleys only: p 0.00345, yield 0.01068
all Si valleys: p 0.03386, yield 0.09597
subband spacing in the film: 0.72 eV
photocurrent, 1 mW/cm2 absorbed: 2.93e-05 A/cm2
dark current at 150 K: 9.83e-08 A/cm2
dark current at 300 K: 2.06e+00 A/cm2
\end{verbatim}
